# Electron EDM and scalar-pseudoscalar matrix elements: their ratio in heavy atoms: verification in Python

```python
"""
Result under test: for s1/2 - p1/2 matrix elements in a heavy atom
  D = int E Qs Qp dr                 (electron EDM, element = -2 d_e D)
  S = int rho (Ps Qp + Qs Pp) dr     (scalar-pseudoscalar, element = -(G_F A C_S/sqrt2) S)
have a ratio fixed by nuclear charge Z and nuclear radius R:
  D/S = -4 pi Z^2 z R^2 Gamma(2g+1)^2 (1+delta) / (g^2 (4g^2-1) (2ZR)^(2g) F)
z = Z*alpha, g = sqrt(1-z^2); F(z) and delta(z, ZR) come from matching the
massless solution inside a uniformly charged sphere to the outer solution.
Orbitals are (P chi_kappa, i Q chi_-kappa)/r.  Atomic units throughout.
The formula is compared with numerical eigenfunctions of the Dirac equation.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import gamma as Gamma, jv

alpha = const.fine_structure
c = 1.0 / alpha
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
GeV = 1e9 * const.e
GF = (const.physical_constants["Fermi coupling constant"][0] / GeV**2
      * (const.hbar * const.c)**3 / (hartree * bohr**3))


def nuclear_radius(A):
    return 1.2e-15 * A**(1 / 3) / bohr


def analytic(Z, R):
    """Closed formula for D/S with its ingredients."""
    z = Z * alpha
    g = np.sqrt(1 - z * z)
    a, b = [1.0], [-z / 2]
    for k in range(1, 30):
        b_before = b[k - 2] if k > 1 else 0.0
        a.append(z * (1.5 * b[k - 1] - 0.5 * b_before) / (2 * k))
        b.append(-z * (1.5 * a[k] - 0.5 * a[k - 1]) / (2 * k + 3))
    cp, cq = np.zeros(62), np.zeros(62)
    cp[1:61:2] = a
    cq[2:62:2] = b
    p, q = Polynomial(cp), Polynomial(cq)
    scale = p(1.0)
    p, q = p / scale, q / scale
    t = q(1.0)
    I_S = 3 * (p * p - q * q).integ()(1.0)
    I_D = (Polynomial([0, 1]) * p * q).integ()(1.0)
    a_s = 0.5 * (t / z - (1 + t / z) / g)
    a_p = 0.5 * (1 / z + (1 / z + t) / g)
    b_s, b_p = t / z - a_s, 1 / z - a_p
    F = -I_S / (2 * g * z * a_s * a_p)
    bracket = (I_D / z**2 - a_s * a_p / (2 * g - 1) + a_s * b_p
               + b_s * a_p + b_s * b_p / (2 * g + 1))
    G2 = Gamma(2 * g + 1)**2
    delta = ((2 * Z * R)**(2 * g - 1) * g * (4 * g * g - 1) / G2
             * bracket / (a_s * a_p))
    naive = (-4 * np.pi * Z**2 * z * R**2 * G2
             / (g**2 * (4 * g * g - 1) * (2 * Z * R)**(2 * g)))
    return dict(z=z, g=g, t=t, I_S=I_S, I_D=I_D, a_s=a_s, a_p=a_p, b_s=b_s,
                b_p=b_p, F=F, delta=delta, naive=naive,
                ratio=naive * (1 + delta) / F)


class RadialDirac:
    """Bound states by fourth-order Magnus steps on a logarithmic grid."""

    def __init__(self, Z, R, r_max, screen=0.0):
        self.Z, self.R, self.screen = Z, R, screen
        self.h = 0.005
        self.n_in = 1600
        n_out = 2 * int(np.log(r_max / R) / self.h / 2)
        y = self.h * np.arange(-self.n_in, n_out + 1)
        self.r = R * np.exp(y)
        self.V, self.E = self.potential(self.r)
        shift = self.h * np.sqrt(3) / 6
        middle = y[:-1] + self.h / 2
        self.r1 = R * np.exp(middle - shift)
        self.r2 = R * np.exp(middle + shift)
        self.V1 = self.potential(self.r1)[0]
        self.V2 = self.potential(self.r2)[0]

    def potential(self, r):
        """Potential energy of the electron and electric field dV/dr."""
        Z, R, a = self.Z, self.R, self.screen
        V = np.where(r < R, -Z / (2 * R) * (3 - (r / R)**2), -Z / r)
        E = np.where(r < R, Z * r / R**3, Z / r**2)
        V = V + (Z - 1) * (2 * a + a * a * r) / (1 + a * r)**2
        E = E - (Z - 1) * (3 * a**2 + a**3 * r) / (1 + a * r)**3
        return V, E

    def steps(self, kappa, e):
        h = self.h
        u1 = self.r1 * (2 * c + (e - self.V1) / c)
        u2 = self.r2 * (2 * c + (e - self.V2) / c)
        d1 = -self.r1 * (e - self.V1) / c
        d2 = -self.r2 * (e - self.V2) / c
        k = np.sqrt(3) / 12 * h * h
        o11 = -h * kappa + k * (u2 * d1 - u1 * d2)
        o12 = h / 2 * (u1 + u2) + k * 2 * kappa * (u2 - u1)
        o21 = h / 2 * (d1 + d2) + k * 2 * kappa * (d1 - d2)
        w = np.sqrt(o11**2 + o12 * o21 + 0j)
        ch, sh = np.cosh(w).real, (np.sinh(w) / w).real
        return [m.tolist() for m in
                (ch + sh * o11, sh * o12, sh * o21, ch - sh * o11)]

    def start(self, kappa, e):
        r0, V0 = self.r[0], self.V[0]
        width = 2 * abs(kappa) + 1
        if kappa < 0:
            return 1.0, -(e - V0) / c * r0 / width
        return (2 * c + (e - V0) / c) * r0 / width, 1.0

    def count_nodes(self, kappa, e):
        P, Q = self.start(kappa, e)
        nodes = 0
        for m11, m12, m21, m22 in zip(*self.steps(kappa, e)):
            new = m11 * P + m12 * Q
            Q = m21 * P + m22 * Q
            if new * P < 0:
                nodes += 1
            P = new
            if abs(P) > 1e100:
                P, Q = P * 1e-100, Q * 1e-100
        return nodes

    def state(self, kappa, n):
        """Normalized state with principal quantum number n."""
        l = kappa if kappa > 0 else -kappa - 1
        wanted = n - l - 1
        low, high = -float(self.Z)**2, 0.0
        for _ in range(50):
            e = 0.5 * (low + high)
            if self.count_nodes(kappa, e) > wanted:
                high = e
            else:
                low = e
        e = 0.5 * (low + high)
        m11, m12, m21, m22 = self.steps(kappa, e)
        P, Q = np.zeros(len(self.r)), np.zeros(len(self.r))
        turn = int(np.nonzero(self.V < e)[0][-1])
        x, y = self.start(kappa, e)
        P[0], Q[0] = x, y
        for i in range(turn):
            x, y = m11[i] * x + m12[i] * y, m21[i] * x + m22[i] * y
            P[i + 1], Q[i + 1] = x, y
        decay = self.r * np.sqrt(2 * np.maximum(self.V - e, 0))
        last = int(np.nonzero(decay < 200)[0][-1])
        Pin, Qin = np.zeros(len(self.r)), np.zeros(len(self.r))
        x, y = 0.0, -1.0
        Qin[last] = y
        for i in range(last - 1, turn - 1, -1):
            x, y = m22[i] * x - m12[i] * y, -m21[i] * x + m11[i] * y
            Pin[i], Qin[i] = x, y
        factor = P[turn] / Pin[turn]
        P[turn + 1:] = factor * Pin[turn + 1:]
        Q[turn + 1:] = factor * Qin[turn + 1:]
        norm = np.sqrt(self.integral(P * P + Q * Q))
        return e, P / norm, Q / norm

    def integral(self, f):
        g, k = f * self.r, self.n_in
        return simpson(g[:k + 1], dx=self.h) + simpson(g[k:], dx=self.h)

    def elements(self, s, p):
        """D and S for two states."""
        D = self.integral(self.E * s[2] * p[2])
        k = self.n_in + 1
        inside = ((s[1] * p[2] + s[2] * p[1]) * self.r)[:k]
        S = 3 / (4 * np.pi * self.R**3) * simpson(inside, dx=self.h)
        return D, S


# Spinor algebra: reduction of both operators to radial products
rng = np.random.default_rng(1)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2, zero2 = np.eye(2), np.zeros((2, 2))
gamma0 = np.block([[one2, zero2], [zero2, -one2]])
gamma5 = np.block([[zero2, one2], [one2, zero2]])
for _ in range(5):
    direction = rng.normal(size=3)
    direction /= np.linalg.norm(direction)
    sigma_r = np.einsum("i,ijk->jk", direction, pauli)
    Ps, Qs, Pp, Qp = rng.normal(size=4)
    chi_s = np.array([1, 0], complex)
    chi_p = -sigma_r @ chi_s
    psi_s = np.concatenate([Ps * chi_s, 1j * Qs * chi_p])
    psi_p = np.concatenate([Pp * chi_p, 1j * Qp * chi_s])
    Sigma_r = np.block([[sigma_r, zero2], [zero2, sigma_r]])
    edm = psi_s.conj() @ (-(gamma0 - np.eye(4)) @ Sigma_r) @ psi_p
    sps = psi_s.conj() @ (1j * gamma0 @ gamma5) @ psi_p
    assert abs(edm + 2 * Qs * Qp) < 1e-12
    assert abs(sps + Ps * Qp + Qs * Pp) < 1e-12

# Worked case
Z, A = 80, 200
R = nuclear_radius(A)
f = analytic(Z, R)
z, g = f["z"], f["g"]


# Threshold Bessel solutions satisfy both radial equations
def bessel_solution(r, kappa):
    x = np.sqrt(8 * Z * r)
    P = (kappa + g) * jv(2 * g, x) - x / 2 * jv(2 * g - 1, x)
    return np.array([P, z * jv(2 * g, x)])


for kappa in (-1, 1):
    for r in (0.002, 0.02, 0.1):
        step = 1e-5 * r
        slope = (bessel_solution(r + step, kappa)
                 - bessel_solution(r - step, kappa)) / (2 * step)
        P, Q = bessel_solution(r, kappa)
        right = np.array([-kappa * P / r + (2 * c + z / r) * Q,
                          kappa * Q / r - z / r * P])
        assert np.max(abs(slope - right)) < 1e-5 * np.max(abs(right))

# Integral behind the EDM element
integrand = lambda x: jv(2 * g, x)**2 / x**3
bessel_number = (quad(integrand, 0, 5, limit=300)[0]
                 + quad(integrand, 5, 200, limit=500)[0])
bessel_formula = 1 / (8 * g * (4 * g * g - 1))
assert abs(bessel_number / bessel_formula - 1) < 1e-5

# Light-atom limit of the closed formula
light = analytic(1, 1e-8)
assert abs(light["ratio"] / (-4 * np.pi * alpha / 3) - 1) < 1e-3

# Hydrogen-like ion: solver check against the Sommerfeld energy
n_high = 12
ion = RadialDirac(Z, R, 4 * n_high**2 / Z)
g2 = np.sqrt(4 - z * z)
e_2p3 = ion.state(-2, 2)[0]
sommerfeld = c * c * (1 / np.sqrt(1 + (z / g2)**2) - 1)
assert abs(e_2p3 / sommerfeld - 1) < 1e-5

# Commutator identity that removes the Sigma.E part of the EDM operator
s3, p4 = ion.state(-1, 3), ion.state(1, 4)
left = ion.integral(ion.E * (s3[1] * p4[1] + s3[2] * p4[2]))
kinetic = (p4[0] - ion.V) / c
right = (p4[0] - s3[0]) * ion.integral(
    s3[1] * (2 * c + kinetic) * p4[2] - s3[2] * kinetic * p4[1])
assert abs(left / right - 1) < 1e-4

# Ion near threshold: neglected terms are of order Z*R and must fade with R
D_ion, S_ion = ion.elements(ion.state(-1, n_high), ion.state(1, n_high))
dev_ion = D_ion / S_ion / f["ratio"] - 1
small = RadialDirac(Z, R / 20, 4 * n_high**2 / Z)
f_small = analytic(Z, R / 20)
D_sm, S_sm = small.elements(small.state(-1, n_high), small.state(1, n_high))
dev_small = D_sm / S_sm / f_small["ratio"] - 1
assert abs(dev_ion) < 0.04
assert abs(dev_small) < 0.01
assert abs(f["naive"] / (D_ion / S_ion) - 1) > 0.1

# The p3/2 - d3/2 channel; amplitudes of the two channels differ at order 1/n
D_32, S_32 = ion.elements(ion.state(-2, n_high), ion.state(2, n_high))
channel = abs(D_32 / D_ion)
channel_formula = (g * (4 * g * g - 1) / (g2 * (4 * g2 * g2 - 1))
                   / (1 + f["delta"]))
assert abs(channel / channel_formula - 1) < 0.12
assert abs(S_32 / S_ion) < 0.01

# Screened atoms: two screening lengths, core and valence pairs
table = []
for length in (1.5, 1.0):
    atom = RadialDirac(Z, R, 80.0, Z**(1 / 3) / length)
    for n in (4, 6, 7):
        s, p = atom.state(-1, n), atom.state(1, n)
        D, S = atom.elements(s, p)
        table.append((length, n, s[0], p[0], abs(D), abs(S), D / S))
ratios = np.array([row[6] for row in table])
sizes = np.array([row[4] for row in table])
spread_1 = np.ptp(ratios[:3]) / abs(ratios[:3].mean())
spread_2 = np.ptp(ratios[3:]) / abs(ratios[3:].mean())
spread_all = np.ptp(ratios) / abs(ratios.mean())
assert max(spread_1, spread_2) < 0.01
assert spread_all < 0.03
assert sizes.max() / sizes.min() > 5
assert np.max(abs(ratios / f["ratio"] - 1)) < 0.06

# Other nuclear charges
scan = []
for Zx, Ax, n in ((40, 100, 5), (60, 150, 6)):
    Rx = nuclear_radius(Ax)
    atom = RadialDirac(Zx, Rx, 80.0, Zx**(1 / 3) / 1.5)
    D, S = atom.elements(atom.state(-1, n), atom.state(1, n))
    fx = analytic(Zx, Rx)
    assert abs(D / S / fx["ratio"] - 1) < 0.06
    scan.append((Zx, Ax, n, fx["ratio"], D / S, fx["F"], fx["delta"]))


def equivalent_edm(A, ratio):
    """X in d_e + X C_S, in e cm."""
    return A * GF / (2 * np.sqrt(2) * ratio) * bohr * 100


print(f"Z = {Z}, A = {A}, R = {R * bohr * 1e15:.3f} fm = {R:.4e} a0")
print(f"G_F = {GF:.4e} Hartree a0^3")
print(f"z = Z alpha = {z:.5f}, gamma = {g:.5f}, 2ZR = {2 * Z * R:.5f}")
print(f"Gamma(2 gamma + 1) = {Gamma(2 * g + 1):.5f}")
print(f"Bessel integral: quadrature {bessel_number:.6f},"
      f" formula {bessel_formula:.6f}")
print(f"interior: t = {f['t']:.5f}, I_S = {f['I_S']:.5f},"
      f" I_D = {f['I_D']:.5f}")
print(f"matching: a_s = {f['a_s']:.5f}, a_p = {f['a_p']:.5f},"
      f" b_s = {f['b_s']:.5f}, b_p = {f['b_p']:.5f}")
print(f"F = {f['F']:.4f}, delta = {f['delta']:.4f}")
print(f"D/S naive (F=1, delta=0) = {f['naive']:.4f} a.u.")
print(f"D/S full formula = {f['ratio']:.4f} a.u.")
print(f"D/S light-atom law -4 pi z/3 = {-4 * np.pi * z / 3:.4f} a.u.")
print(f"2p3/2 energy: solver {e_2p3:.4f}, Sommerfeld {sommerfeld:.4f} Hartree")
print(f"commutator identity 3s-4p: left {left:.5e}, right {right:.5e} a.u.")
print(f"ion n={n_high}: D/S = {D_ion / S_ion:.4f} a.u.,"
      f" off formula by {100 * dev_ion:.2f} %")
print(f"ion n={n_high}, R/20: D/S = {D_sm / S_sm:.4f} a.u., formula"
      f" {f_small['ratio']:.4f}, off by {100 * dev_small:.2f} %")
print(f"EDM channel p3/2-d3/2 over s-p1/2: numerical {channel:.4f},"
      f" formula {channel_formula:.4f}")
print(f"S channel p3/2-d3/2 over s-p1/2: {abs(S_32 / S_ion):.2e}")
print("screened atoms, screening length = L * Z^(-1/3) a0, pair ns-np1/2:")
for L, n, es, ep, D, S, ratio in table:
    print(f" L={L} n={n}: e_s={es:.4f} e_p={ep:.4f} Hartree,"
          f" |D|={D:.4e} |S|={S:.4e} D/S={ratio:.4f} a.u.")
print(f"largest |D| over smallest |D| = {sizes.max() / sizes.min():.1f}")
print(f"spread of D/S over pairs: L=1.5 {100 * spread_1:.3f} %,"
      f" L=1.0 {100 * spread_2:.3f} %, all {100 * spread_all:.3f} %")
print(f"largest deviation of screened D/S from formula ="
      f" {100 * np.max(abs(ratios / f['ratio'] - 1)):.2f} %")
for Zx, Ax, n, formula, number, Fx, dx in scan:
    print(f"Z={Zx} A={Ax} {n}s-{n}p, L=1.5: formula {formula:.4f},"
          f" numerical {number:.4f} a.u., F={Fx:.4f}, delta={dx:.4f}")
    print(f"  X from formula = {equivalent_edm(Ax, formula):.3e} e cm")
print(f"Z={Z}: X from formula = {equivalent_edm(A, f['ratio']):.3e} e cm")
print(f"Z={Z}: X from 6s-6p, L=1.5 = {equivalent_edm(A, table[1][6]):.3e} e cm")
print("all assertions hold")
```

It prints:

```
Z = 80, A = 200, R = 7.018 fm = 1.3261e-04 a0
G_F = 2.2225e-14 Hartree a0^3
z = Z alpha = 0.58379, gamma = 0.81191, 2ZR = 0.02122
Gamma(2 gamma + 1) = 1.45561
Bessel integral: quadrature 0.094063, formula 0.094063
interior: t = -0.24245, I_S = 1.03082, I_D = -0.05411
matching: a_s = -0.56773, a_p = 1.76206, b_s = 0.15243, b_p = -0.04911
F = 1.0870, delta = -0.0985
D/S naive (F=1, delta=0) = -0.8453 a.u.
D/S full formula = -0.7010 a.u.
D/S light-atom law -4 pi z/3 = -2.4454 a.u.
2p3/2 energy: solver -817.8075, Sommerfeld -817.8075 Hartree
commutator identity 3s-4p: left 2.13621e+03, right 2.13621e+03 a.u.
ion n=12: D/S = -0.7198 a.u., off formula by 2.67 %
ion n=12, R/20: D/S = -0.2486 a.u., formula -0.2481, off by 0.19 %
EDM channel p3/2-d3/2 over s-p1/2: numerical 0.0545, formula 0.0565
S channel p3/2-d3/2 over s-p1/2: 1.66e-06
screened atoms, screening length = L * Z^(-1/3) a0, pair ns-np1/2:
 L=1.5 n=4: e_s=-25.9894 e_p=-21.9309 Hartree, |D|=1.4207e+03 |S|=1.9486e+03 D/S=-0.7291 a.u.
 L=1.5 n=6: e_s=-0.5761 e_p=-0.3326 Hartree, |D|=2.7967e+01 |S|=3.8383e+01 D/S=-0.7286 a.u.
 L=1.5 n=7: e_s=-0.1319 e_p=-0.0882 Hartree, |D|=3.7419e+00 |S|=5.1356e+00 D/S=-0.7286 a.u.
 L=1.0 n=4: e_s=-7.8804 e_p=-4.5882 Hartree, |D|=5.1971e+02 |S|=7.0897e+02 D/S=-0.7330 a.u.
 L=1.0 n=6: e_s=-0.1391 e_p=-0.0825 Hartree, |D|=3.4989e+00 |S|=4.7737e+00 D/S=-0.7330 a.u.
 L=1.0 n=7: e_s=-0.0580 e_p=-0.0407 Hartree, |D|=1.0292e+00 |S|=1.4042e+00 D/S=-0.7330 a.u.
largest |D| over smallest |D| = 1380.3
spread of D/S over pairs: L=1.5 0.065 %, L=1.0 0.013 %, all 0.606 %
largest deviation of screened D/S from formula = 4.56 %
Z=40 A=100 5s-5p, L=1.5: formula -0.8233, numerical -0.8332 a.u., F=1.0206, delta=-0.0109
  X from formula = -5.051e-21 e cm
Z=60 A=150 6s-6p, L=1.5: formula -0.8384, numerical -0.8590 a.u., F=1.0475, delta=-0.0325
  X from formula = -7.440e-21 e cm
Z=80: X from formula = -1.186e-20 e cm
Z=80: X from 6s-6p, L=1.5 = -1.141e-20 e cm
all assertions hold
```
